# Logarithmic slope of the deep tracer tail around a dislocation pipe, part 2

We seek the slope in depth of $\ln m$, and its change with time, for tracer that runs down a dislocation and leaks into the crystal. Here $m(y,t)$ is the tracer content per unit depth associated with one isolated pipe. The pipe is a straight cylinder of radius $a$ and diffusivity $D'=\Delta D$, normal to the surface $y=0$ of a lattice of diffusivity $D$. The crystal is empty at $t=0$; the surface is then held at concentration 1. The concentration $c_p$ in the pipe is uniform over each cross-section. Any consistent units serve.

We write $\alpha=a/\sqrt{Dt}$, $P(x)=xK_1(x)/K_0(x)$ with modified Bessel functions $K_0,K_1$, and $q^2=s/D$ with Laplace variable $s$. The tail decays as $e^{-\kappa y}$, with lateral profile $K_0(\lambda r)$ at distance $r$ from the axis, where $\lambda^2=q^2-\kappa^2$ and

$$(\Delta-1)\kappa^2a^2=A^2(x),\qquad A^2(x)=x^2+2P(x),\qquad x=a\sqrt{q^2-\kappa^2}. \tag{6}$$

For $\Delta\alpha^2\gg1$ (so that $\kappa\ll q$) and depths well beyond the lattice front,

$$\hat m(y,s)\approx\frac{\pi DA^2(x)}{s^2}\,e^{-\kappa y},\qquad \kappa=\frac{A(x)}{a\sqrt{\Delta-1}},\qquad x=a\sqrt{\frac sD}. \tag{12}$$

With $g=d\ln A/d\ln s$,

$$\frac{d\ln A}{d\ln x}=\frac{x}{2A^2}\,2xR^2=\frac{x^2R^2}{A^2}=\frac{P^2}{A^2},\qquad g=\frac{P^2}{2A^2}, \tag{13}$$

where $R=K_1/K_0$, and

$$\nu\equiv-\frac{\partial\ln\hat m}{\partial\ln s}=2-2g+g\kappa y=2+g(\kappa y-2). \tag{14}$$

Inverting the local power law $s^{-\nu}$ about the best expansion point $s_*$ gives

$$s_*t=e^{\psi(\nu)} , \tag{16}$$

$$\frac{\partial\ln m}{\partial y}=-\kappa=-\frac{A(x)}{a\sqrt{\Delta-1}},\qquad x=\alpha\,e^{\psi(\nu)/2},\qquad \nu=2+g(\kappa y-2). \tag{17}$$

Here $\psi$ is the digamma function, $\psi'=d\psi/d\nu$, $\psi'(2)=0.645$ and $\nu'=\partial\nu/\partial\ln s_*$. Correcting for the curvature of $\ln\hat m$ in $\ln s$, with $dg/d\ln s\approx2g^2$ (shown below), gives the slope

$$-\kappa\left[1-\tfrac32\psi'(\nu)\,g^2\right]. \tag{18}$$

The "pole test" in the final listing checked the transformed pipe concentration, as $s\hat u_p$, for $a=D=1$, $\Delta=10^6$, $s=10^{-4}$, $\kappa y=2$.

### (g) Why does the slope hardly change with time?

*Take the limit of a thin pipe, find the drift with time and depth, and compare it with a planar fast path.*

**Solution.** For $x\ll1$,

$$K_0(x)\approx L=\ln\frac2x-\gamma,\qquad K_1(x)\approx\frac1x,$$

where $\gamma=0.577$ is Euler's constant. Hence $P\approx1/L$. The term $x^2$ in $A^2$, which describes storage of tracer in the pipe itself, is negligible. This gives

$$A^2\approx\frac2L,\qquad g\approx\frac{1/L^2}{4/L}=\frac1{4L}. \tag{19}$$

Because $L$ contains $-\tfrac12\ln s$, we have $dL/d\ln s=-\tfrac12$. Therefore $dg/d\ln s=1/(8L^2)=2g^2$, as used above.

At lowest order $\nu=2$ and $\psi(2)=1-\gamma$. Then $x=\alpha e^{(1-\gamma)/2}$, and

$$L\approx\ln\frac{2\sqrt{Dt}}{a}-\frac{1+\gamma}{2},\qquad \frac{\partial\ln m}{\partial y}\approx-\frac1a\sqrt{\frac{2}{(\Delta-1)L}} . \tag{20}$$

Time enters through the logarithm of a large ratio, and then under a square root.

The physical reason lies in diffusion around a line. The halo has a radius of order $\sqrt{Dt}$. In a nearly steady cylindrical profile, the loss per length of pipe is $2\pi Dc_p$ divided by the logarithm of the halo radius over $a$. Making the halo ten times wider only adds 2.3 to this logarithm. The balance between transport along the pipe, $\pi a^2D'\kappa^2c_p$, and this loss reproduces (20) for $\Delta\gg1$, apart from the constant inside the logarithm.

*Drift with time.* At fixed depth, equation (16) gives

$$d\ln s_*+d\ln t=\psi'\,d\nu=\psi'\nu'\,d\ln s_*,\qquad \frac{d\ln s_*}{d\ln t}=-\frac{1}{1-\psi'\nu'} .$$

From (14), $\nu'\approx2g^2(\kappa y-2)+g^2\kappa y=g^2(3\kappa y-4)$, which is small here. Since $d\ln\kappa=g\,d\ln s_*$,

$$\left.\frac{\partial\ln\kappa}{\partial\ln t}\right|_y\approx-g\approx-\frac1{4L}. \tag{21}$$

*Drift with depth.* At fixed time, $d\ln s_*=\psi'd\nu$, and the leading change in $\nu$ is $g\kappa\,dy$. Thus

$$\left.\frac{\partial\ln\kappa}{\partial\ln y}\right|_t\approx g^2\psi'(\nu)\,\kappa y . \tag{22}$$

This is second order in $g$. The tail is therefore nearly straight on a plot of $\ln m$ against $y$. It becomes very slightly steeper with depth.

*A planar path.* Replace the pipe by a slab of half-width $a$ with the same diffusivities. The lateral profile is $e^{-\lambda z}$, where $z$ is the distance from the slab face, and the ratio of wall area to volume is $1/a$ instead of $2/a$. The loss term is then $D\lambda/a$, and equation (6) is replaced by

$$(\Delta-1)\kappa^2a^2=x^2+x .$$

For $x\ll1$, $\kappa\propto x^{1/2}\propto s^{1/4}$, so $g=\tfrac14$. The halo content adds a factor $1/\lambda\propto s^{-1/2}$ to the surface factor $1/s$, which makes $\nu=\tfrac32+\tfrac14\kappa y$ and $\nu'=\kappa y/16$. The drift is

$$\frac{\partial\ln\kappa}{\partial\ln t}=-\frac{1/4}{1-\psi'(\nu)\kappa y/16}.$$

At $\kappa y=2$ this is $-0.27$. In a plane, the gradient at the wall keeps falling as the halo widens; around a line it falls only logarithmically. The near constancy is a property of the cylindrical geometry.

*Limits.* If the pipe is as wide as the lattice diffusion length, $\alpha\gtrsim1$, the logarithm is lost and the slope varies more strongly with time. As $\Delta\alpha^2$ falls to one and below, the lattice front covers more of the tail, which then emerges only at greater depth and lower content. Equation (17) is meant for the range between these limits.

### (h) Magnesium at 500 K

*Evaluate the slope for anneals of 0.5 h to 5 h, and compare it with a solution of the full diffusion problem.*

**Solution.** We use rough typical parameters for self-diffusion in magnesium: a prefactor of $10^{14}$ nm²/s for both paths, activation energies of 1.40 eV in the lattice and 0.85 eV in the pipe, and $a=0.5$ nm. At 500 K these give $D=0.774$ nm²/s and $D'=2.71\times10^5$ nm²/s. Hence $\Delta=3.50\times10^5$ and

$$a\sqrt{\Delta-1}=0.5\times591.4=295.7\ \text{nm}.$$

After 0.5 h, $\sqrt{Dt}=37.3$ nm and $\alpha=0.0134$. At $y=1200$ nm the iteration gives $\nu=2.048$, $x=0.0168$ and $A=0.690$. The slope is

$$-\frac{0.6898}{295.7\ \text{nm}}=-2.33\ \mu\text{m}^{-1}.$$

The reference is a finite-volume solution in $r$ and $y$, marched in time, with the interior of the pipe resolved. It assumes neither a well-mixed pipe nor $\kappa\ll q$. Slopes are in $\mu\text{m}^{-1}$:

| $t$ (h) | $y$ (nm) | (17) | full solution |
|---|---|---|---|
| 0.5 | 1200 | −2.333 | −2.324 |
| 0.5 | 2400 | −2.347 | −2.339 |
| 5 | 1200 | −2.066 | −2.060 |
| 5 | 2400 | −2.073 | −2.068 |

The largest deviation, including an intermediate time of 1.58 h, is 0.38 % of the full solution. The discretisation (depth step 50 nm) leaves the tabulated full-solution slopes 0.03 to 0.04 % too small in magnitude, about one unit in the last digit; without it the largest deviation is 0.34 %. Most of it comes from the local power law. A numerical Laplace inversion of (12) gives −2.325 at 0.5 h and 1200 nm; relative to this value, (17) is 0.34 % too large in magnitude. Equation (18) predicts $\tfrac32\times0.645\times0.0594^2=0.34$ %.

At 1800 nm the decay length $1/\kappa$ is 427 nm (about 4270 Å) after 0.5 h and 483 nm (about 4830 Å) after 5 h. The simple logarithm (20) gives nearly the same. For 0.5 h,

$$L=\ln\frac{2\times37.32}{0.5}-0.789=4.217,\qquad \frac1\kappa=295.7\sqrt{\frac{4.217}{2}}=429\ \text{nm}.$$

In the full solution, the slope at 1800 nm loses 11.5 % of its magnitude when the time grows tenfold. This corresponds to $\partial\ln\kappa/\partial\ln t=-0.0530$; equation (21) gives $-0.0525$ at the middle time. Doubling the depth from 1200 to 2400 nm at 5 h steepens the slope by 0.36 %. For the planar path with the same diffusivities and half-width $a$, the full solution at 6000 nm gives a drift of $-0.277$, about five times that of the pipe.

The condition $\Delta\alpha^2\gg1$ is met well at 0.5 h, where the value is 63, and only moderately at 5 h, where it is 6.3. Even then $\kappa^2/q^2\approx A^2/[(\Delta-1)x^2]$ is about 0.04, and it acts on $\kappa$ through the small exponent $g$. The direct lattice concentration at 1200 nm after 5 h is $6.5\times10^{-13}$ of the surface value, so it doesn't disturb the tail.

### (i) What can be learned from a measured slope?

*Invert the result for the pipe diffusivity, and estimate how departures from the model change it.*

**Solution.** Equation (17) gives

$$D'=D\left[1+\frac{A^2(x)}{a^2\kappa^2}\right]. \tag{23}$$

The slope of the full solution at 5 h and 1800 nm returns $2.72\times10^5$ nm²/s, 0.5 % above the input. Most of this is the error of the formula within the model at that time and depth; the small remainder comes from the discretisation of the full solution. The inference also needs $D$ and $a$. For $\Delta\gg1$ the slope determines essentially the product $D'a^2$, with a weak further dependence on $a$ through the logarithm. At fixed diffusivities, a radius 20 % larger lowers $\kappa$ by 15 %.

A real magnesium crystal departs from the model in ways that matter more than the errors above. The parameters are rough, and the common prefactor and the sharp pipe radius are modelling choices. Magnesium is hexagonal, so its lattice diffusion is anisotropic. If the diffusivity normal to the pipe is 20 % higher and $D'$ is held fixed, $\kappa$ rises by 9 %. A temperature 5 K higher raises it by 5 %, since the lattice diffusivity gains more than that of the pipe. Straight lines inclined by 30° to the surface normal have a path $1/\cos30^\circ$ times longer for the same depth, which raises $\kappa$ by 15 %.

Dislocations also meet and form networks. For a randomly oriented network, connected on a scale well below the decay length, the mean of $\cos^2\theta$ for the angle $\theta$ to the depth axis is $1/3$. Suppose that the segments are straight and that their unit vectors, pointing away from a junction, add up to zero at every junction. Then a concentration that falls linearly with depth balances the currents there. Transport in depth per length of line is reduced by the factor $1/3$. If the leakage per length is unchanged, $\kappa$ grows by the factor $\sqrt3=1.73$; bent segments or unbalanced junctions would raise it further. Unchanged leakage requires segments that are also long compared with $\sqrt{Dt}$, so that their halos stay separate. After 0.5 h there is room for this between $\sqrt{Dt}=37$ nm and a decay length of about 250 nm. After 5 h the two lengths are 118 nm and about 280 nm, and overlapping halos offset part of the rise. For a mesh of size $\ell$ with line density $3/\ell^2$, a closed-cell estimate at 1800 nm gives a factor of about 1.5 at $\ell=200$ nm and 1.2 at $\ell=120$ nm in place of 1.73. In such a mesh finer than about 100 nm (above roughly $3\times10^{14}$ lines per m²), $\kappa$ after 5 h can even fall below its value for isolated straight pipes; the threshold depends on depth and time. Where the halos do stay separate, reading the slope with the straight-pipe formula would give a $D'$ about three times too small. This is the largest of the effects estimated here.

Isolation depends on the dislocation density. At $10^{12}$ lines per m², a rough value for annealed metal, each line has a cell of radius 564 nm, and a calculation with a closed cell boundary shows no change in $\kappa$ at the level of 0.01 % after 5 h. At $10^{14}$ lines per m², a rough value for heavily deformed metal, the cell radius is 56 nm, less than $\sqrt{Dt}=118$ nm. The halos overlap and leakage is reduced. After 5 h, $\kappa$ at 1800 nm is 20 % lower; the reduction depends on depth, so the tail is also less straight.

The lines may also move. A sideways speed of about 0.007 nm/s moves a pipe by $\sqrt{Dt}$ in 5 h, and then the halo is no longer centred on it. For a thin pipe in steady motion at speed $v$, the radial problem contains $s/D+v^2/(4D^2)$ in place of $s/D$, so the speed enters the leakage only through the logarithm. At 0.007 nm/s $\kappa$ rises by less than 1 %; at ten times this speed it rises by about 17 %. A thin deposited layer that becomes depleted would break the condition of constant surface concentration; that change is not estimated here. Magnesium is also volatile. At 500 K a bare surface in vacuum can recede by some tenths of a micrometre in 5 h, which is more than $\sqrt{Dt}$, so the fixed surface of the model requires protection against evaporation. The numerical output below lists the values used in the example.

## Numbers as computed

```
temperature 500 K, prefactor 1.0e+14 nm2/s
activation: lattice 1.40 eV, pipe 0.85 eV
pipe radius a = 0.50 nm
lattice D = 0.7738 nm2/s, pipe D' = 2.7063e+05 nm2/s
Delta = D'/D = 3.4975e+05
pole test: quadrature 0.135850, residue 0.135850
t = 0.500 h: sqrt(Dt) = 37.32 nm, alpha = 0.01340, Delta alpha^2 = 62.78
  y = 1200 nm: nu 2.048, x 0.01680, A 0.6898, g 0.0594
    slope (1/um): formula -2.3329, inversion -2.3251, simulation -2.3241
  y = 2400 nm: nu 2.218, x 0.01768, A 0.6940, g 0.0601
    slope (1/um): formula -2.3472, inversion -2.3403, simulation -2.3393
t = 1.581 h: sqrt(Dt) = 66.37 nm, alpha = 0.00753, Delta alpha^2 = 19.85
  y = 1200 nm: nu 2.033, x 0.00940, A 0.6467, g 0.0522
    slope (1/um): formula -2.1869, inversion -2.1812, simulation -2.1803
  y = 2400 nm: nu 2.172, x 0.00981, A 0.6495, g 0.0527
    slope (1/um): formula -2.1967, inversion -2.1916, simulation -2.1906
t = 5.000 h: sqrt(Dt) = 118.02 nm, alpha = 0.00424, Delta alpha^2 = 6.28
  y = 1200 nm: nu 2.022, x 0.00527, A 0.6108, g 0.0466
    slope (1/um): formula -2.0655, inversion -2.0612, simulation -2.0602
  y = 2400 nm: nu 2.140, x 0.00546, A 0.6128, g 0.0469
    slope (1/um): formula -2.0725, inversion -2.0686, simulation -2.0676
largest deviation: from simulation 0.38 %, from inversion 0.34 %
decay length at 1800 nm, 0.5 h: 427.3 nm = 4273 angstrom
  simple logarithm: L = 4.217, length 429.4 nm; simulation 428.9 nm
decay length at 1800 nm, 5.0 h: 483.3 nm = 4833 angstrom
  simple logarithm: L = 5.369, length 484.5 nm; simulation 484.5 nm
d ln(kappa)/d ln t: simulation -0.0530, -g -0.0525
slope change over the decade in time: -11.49 %
slope change from 1200 to 2400 nm at 5 h: 0.36 %
planar path at 6000 nm: d ln(kappa)/d ln t = -0.2770
D' recovered from 5 h slope: 2.7198e+05 nm2/s
overlap, 1e+12 lines/m2 (cell 564.2 nm): kappa -0.00 %
overlap, 1e+14 lines/m2 (cell 56.4 nm): kappa -20.27 %
lateral lattice D 20 % higher: kappa +8.66 %
temperature 5 K higher: kappa +4.97 %
pipe radius 20 % larger: kappa -15.27 %
lines inclined by 30 degrees: kappa +15.47 %
random connected network: kappa times 1.732
line speed that shifts a pipe by sqrt(Dt) in 5 h: 0.00656 nm/s
radial mixing time in pipe a^2/D' = 9.24e-07 s
lattice concentration at 1200 nm, 5 h: 6.5e-13 of surface value
```
